**Dot strain in a cubic crystal: Fourier sum, zero-wavevector term and image errors**

The program computes the strain of a misfitting dot from its shape function χ(q), the elastic kernel K(q) and a uniform term f·m, where f is the dot's share of the cell volume and m a pure number fixed by the elastic constants. It asserts that the closed kernel agrees with the full stiffness tensor, that sliced and tetrahedral shape functions agree, and that a stress-free laminate found by energy minimisation has the predicted strains. For a lopsided tetrahedron in an isotropic medium, the Fourier strain agrees with a surface integral to 5.6e-05 of the misfit. For a cube in the anisotropic host, an image-free integral serves as reference: the error falls as the power 3.06 of 1/L with the angular average and 4.64 with m. For a pyramid of 12 nm base in a 24 nm cell, the image error in the conduction-edge shift is 9.1 meV when the cell is clamped and 0.2 meV in size with m. Further assertions cover the blur, the extrapolation in cell size and the formula for a sphere softer than its host. The closing lines size neglected effects with rough inputs; the largest edge shift printed there, 72 meV, comes from the softer dot before pressure stiffening is included.

## Numerical verification

```python
# RESULT UNDER TEST
# Strain of a misfitting dot in a cubic crystal, from a periodic Fourier sum:
#   e_ij(r) = misfit * [ (1/L^3) sum_{q != 0} chi(q) K_ij(q) exp(i q.r) + f m delta_ij ]
# chi(q): Fourier transform of the dot's indicator function; K_ij: elastic
# kernel, dependent on the direction of q only; L: side of the cubic cell;
# f: dot volume / L^3; m: lattice constant that removes the leading image error.
# Stiffness is a triple (C11, C12, C44). "Total" strain refers to the host
# lattice; elastic strain inside the dot is total strain minus the misfit.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.linalg import expm

PI = np.pi


def kernel(qx, qy, qz, stiffness):
    """Return a function (i, j) -> K_ij; it gives zero at q = 0."""
    c11, c12, c44 = stiffness
    q = (qx, qy, qz)
    q2 = qx * qx + qy * qy + qz * qz
    q2 = np.where(q2 == 0, 1.0, q2)
    w = [p / (c44 * q2 + (c11 - c12 - 2 * c44) * p * p) for p in q]
    scale = (c11 + 2 * c12) / (1 + (c12 + c44) * sum(p * v for p, v in zip(q, w)))
    return lambda i, j: 0.5 * scale * (q[i] * w[j] + q[j] * w[i])


def kernel_trace(qx, qy, qz, stiffness):
    k = kernel(qx, qy, qz, stiffness)
    return k(0, 0) + k(1, 1) + k(2, 2)


def window(x):
    """Low-pass window with 1 - window = O(x^3)."""
    return np.exp(-x) * (1 + x + x * x / 2)


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def cell_sum(transform, points, side, stiffness, blur, octant):
    """Sum over q != 0, per unit misfit, at the given points.
    octant=True: dot with mirror planes x=0 and y=0, points on the z axis."""
    top = int(np.ceil(6 * side / (2 * PI * blur)))
    step = 2 * PI / side
    line = step * np.arange(0 if octant else -top, top + 1)
    weight = np.where(line == 0, 1.0, 2.0) if octant else np.ones(len(line))
    qx, qy = line[:, None], line[None, :]
    phase_x = weight * np.exp(1j * np.outer(points[:, 0], line))
    phase_y = weight * np.exp(1j * np.outer(points[:, 1], line))
    total = np.zeros((len(points), 3, 3))
    for k in range(top + 1):
        qz = k * step
        x = blur**2 * (qx**2 + qy**2 + qz**2) / 2
        field = transform(line, qz) * window(x)
        phase_z = (1 if k == 0 else 2) * np.exp(1j * qz * points[:, 2])
        component = kernel(qx, qy, qz, stiffness)
        for i in range(3):
            for j in range(i, i + 1 if octant else 3):
                plane = ((phase_x @ (field * component(i, j))) * phase_y).sum(axis=1)
                value = (phase_z * plane).real / side**3
                total[:, i, j] += value
                if i != j:
                    total[:, j, i] += value
    return total


def cube_transform(line, qz):
    s = np.sinc(line / (2 * PI))
    return np.outer(s, s) * np.sinc(qz / (2 * PI))


def pyramid_transform(base, height, count=120):
    """Square pyramid, base in the plane z=0, built from slices."""
    z, w = gauss(0, height, count)
    half = base / 2 * (1 - z / height)

    def transform(line, qz):
        s = 2 * half * np.sinc(np.outer(line, half) / PI)
        return (s * (w * np.exp(-1j * qz * z))) @ s.T
    return transform


def tetrahedron_transform(vertices):
    """Divided difference of exp; for vertices in general position."""
    six_volume = abs(np.linalg.det(vertices[1:] - vertices[0]))

    def transform(line, qz):
        qx, qy = np.meshgrid(line, line, indexing="ij")
        # the value at q = 0 is multiplied by a zero kernel: any finite one will do
        qx = np.where((qx == 0) & (qy == 0) & (qz == 0), 1.0, qx)
        lam = [-1j * (qx * v[0] + qy * v[1] + qz * v[2]) for v in vertices]
        out = 0
        for j in range(4):
            a, b, c = [lam[j] - lam[k] for k in range(4) if k != j]
            out = out + np.exp(lam[j]) / (a * b * c)
        return six_volume * out
    return transform


def tetrahedron_by_matrix(vertices, q):
    """Same transform for any q, also when exponents coincide."""
    matrix = np.diag(-1j * (vertices @ q)) + np.diag(np.ones(3), 1)
    return abs(np.linalg.det(vertices[1:] - vertices[0])) * expm(matrix)[0, 3]


def angular_average(stiffness):
    """Average over directions of trace(K)/3."""
    c, w = gauss(-1, 1, 80)
    phi = 2 * PI * np.arange(160) / 160
    s = np.sqrt(1 - c**2)[:, None]
    g = kernel_trace(s * np.cos(phi), s * np.sin(phi), c[:, None], stiffness) / 3
    return float((w @ g.mean(axis=1)) / 2)


def lattice_constant(stiffness, t=0.01):
    """Integral minus sum over nonzero integer vectors of window * trace(K)/3."""
    n = np.arange(int(np.ceil(np.sqrt(40 / t))) + 1).astype(float)
    weight = np.where(n == 0, 1.0, 2.0)
    x, y, z = n[:, None, None], n[None, :, None], n[None, None, :]
    g = kernel_trace(x, y, z, stiffness) / 3 * window(t * (x * x + y * y + z * z))
    lattice = np.einsum("ijk,i,j,k->", g, weight, weight, weight)
    volume = (PI / t)**1.5 * (1 + 3 / 2 + 15 / 8)
    return float(volume * angular_average(stiffness) - lattice)


def sphere_strain(misfit, bulk_dot, bulk_host, average):
    """Uniform total strain in a sphere whose stiffness differs from the host."""
    return bulk_dot * misfit / (bulk_dot + bulk_host * (1 / average - 1))


# ---------------- inputs of the example (rough, round values) ----------------
host = (120.0, 54.0, 60.0)       # GPa
misfit = 0.07
base, height = 12.0, 6.0         # nm
potential = -5.0                 # eV, conduction-edge deformation potential
blur = 0.35                      # nm
rng = np.random.default_rng(5)

# ---------------- kernel against the full stiffness tensor ----------------
d = np.eye(3)
c11, c12, c44 = host
tensor = (c12 * np.einsum("ij,kl->ijkl", d, d)
          + c44 * (np.einsum("ik,jl->ijkl", d, d) + np.einsum("il,jk->ijkl", d, d))
          + (c11 - c12 - 2 * c44) * np.einsum("ip,jp,kp,lp->ijkl", d, d, d, d))
kernel_error = 0.0
for q in rng.normal(size=(6, 3)):
    christoffel = np.einsum("ijkl,j,l->ik", tensor, q, q)
    u = np.linalg.solve(christoffel, np.einsum("ijkk,j->i", tensor, q))
    direct = (np.outer(q, u) + np.outer(u, q)) / 2
    k = kernel(*q, host)
    closed = np.array([[k(i, j) for j in range(3)] for i in range(3)])
    kernel_error = max(kernel_error, np.abs(direct - closed).max())
assert kernel_error < 1e-11

# ---------------- stress-free laminate by energy minimisation ----------------
a, b_dot, b_host = sp.symbols("a b_dot b_host")
fill = 0.3


def layer_energy(in_plane, normal):
    return (c11 * (2 * in_plane**2 + normal**2) / 2
            + c12 * (in_plane**2 + 2 * in_plane * normal))


energy = fill * layer_energy(a - 1, b_dot - 1) + (1 - fill) * layer_energy(a, b_host)
answer = sp.solve([sp.diff(energy, v) for v in (a, b_dot, b_host)], [a, b_dot, b_host])
well = float(kernel(0.0, 0.0, 1.0, host)(2, 2))
assert abs(float(answer[a]) - fill) < 1e-10
assert abs(float(answer[b_dot]) - (fill + (1 - fill) * well)) < 1e-10
assert abs(float(answer[b_host]) - (fill - fill * well)) < 1e-10

# ---------------- shape function: slices against tetrahedra ----------------
h = base / 2
corner = np.array([[-h, -h, 0], [h, -h, 0], [h, h, 0], [-h, h, 0], [0, 0, height]])
parts = [corner[[0, 1, 2, 4]], corner[[0, 2, 3, 4]]]
pyramid = pyramid_transform(base, height)
shape_error = 0.0
for q in np.array([[0.7, -0.4, 1.1], [0.0, 0.0, 1.3], [0.9, 0.0, 0.0],
                   [0.5, 0.5, 0.5], [0.0, 0.0, 0.0]]):
    sliced = pyramid(np.array([q[0], q[1]]), q[2])[0, 1]
    cut = sum(tetrahedron_by_matrix(v, q) for v in parts)
    shape_error = max(shape_error, abs(sliced - cut))
assert shape_error < 1e-8
volume = base**2 * height / 3

# ---------------- lopsided tetrahedron, isotropic medium ----------------
isotropic = (3.0, 1.0, 1.0)
vertices = np.array([[-0.7, -0.6, -0.5], [1.1, -0.5, -0.4],
                     [-0.4, 1.2, -0.6], [0.1, 0.2, 1.1]]) + 1e-3 * rng.random((4, 3))
q = np.array([1.7, -2.3, 0.9])
generic = tetrahedron_transform(vertices)(np.array([q[0], q[1]]), q[2])[0, 1]
assert abs(generic - tetrahedron_by_matrix(vertices, q)) < 1e-10
centre = vertices.mean(axis=0)
tet_side = 5.0
tet_volume = abs(np.linalg.det(vertices[1:] - vertices[0])) / 6
fourier = cell_sum(tetrahedron_transform(vertices), centre[None, :], tet_side,
                   isotropic, 0.07, False)[0]
fourier += np.eye(3) * angular_average(isotropic) * tet_volume / tet_side**3
x, w = gauss(0, 1, 40)
surface = np.zeros((3, 3))
for skip in range(4):
    p0, p1, p2 = np.delete(vertices, skip, axis=0)
    normal = np.cross(p1 - p0, p2 - p0)
    normal = normal * np.sign(normal @ (p0 - vertices[skip]))
    r = p0 + x[:, None, None] * ((p1 - p0) + x[None, :, None] * (p2 - p1)) - centre
    pull = r / (4 * PI * np.linalg.norm(r, axis=2)**3)[:, :, None]
    surface += np.outer(np.einsum("u,v,uvi->i", w * x, w, pull), normal)
surface *= (isotropic[0] + 2 * isotropic[1]) / isotropic[0]
tet_error = np.abs(fourier - surface).max()
assert tet_error < 5e-4
tet_shear = np.abs(surface - np.diag(np.diag(surface))).max()

# ---------------- the constant for the zero-wavevector term ----------------
average = angular_average(host)
constant = lattice_constant(host)
assert abs(constant - lattice_constant(host, 0.02)) < 1e-5
assert abs(lattice_constant(isotropic) - angular_average(isotropic)) < 1e-7

# ---------------- unit cube: image-free direction integral ----------------


def cube_centre(function):
    """(2/pi^2) * integral of function/(p1 p2 p3), p1+p2+p3=1, all p < 1/2."""
    total = 0.0
    for low, high in ((0, 1 / 4), (1 / 4, 1 / 3)):
        for t, wt in zip(*gauss(low, high, 50)):
            u, wu = gauss(max(0, 2 - 1 / (2 * t)), min(1, 1 / (2 * t) - 1), 50)
            p2, p3 = 0.5 - t * u, 0.5 - t * (1 - u)
            total += wt * np.sum(wu * function(t, p2, p3) / (p2 * p3))
    return 3 * total * 2 / PI**2


unity = cube_centre(lambda p1, p2, p3: 1.0)
assert abs(unity - 1) < 1e-8
cube_exact = cube_centre(lambda p1, p2, p3: kernel_trace(p1, p2, p3, host)) / 3
cube_error = {}
for side in (3.0, 6.0):
    bare = np.trace(cell_sum(cube_transform, np.zeros((1, 3)), side, host, 0.04, True)[0]) / 3
    cube_error[side] = [bare + c / side**3 - cube_exact for c in (0.0, average, constant)]
power_average = np.log2(abs(cube_error[3.0][1] / cube_error[6.0][1]))
power_lattice = np.log2(abs(cube_error[3.0][2] / cube_error[6.0][2]))
assert abs(power_average - 3) < 0.4
assert 4.0 < power_lattice < 6.5
assert abs(cube_error[6.0][2]) < abs(cube_error[6.0][1]) / 8

# ---------------- pyramid: three cells and extrapolation ----------------
heights = np.array([-2.0, 2.0, 3.0, 8.0])
points = np.column_stack([0 * heights, 0 * heights, heights])
sides = (24.0, 36.0, 48.0)
bare = {s: cell_sum(pyramid, points, s, host, blur, True) for s in sides}
corrected = {s: bare[s] + np.eye(3) * constant * volume / s**3 for s in sides}


def extrapolate(small, large):
    return ((large**5 * corrected[large] - small**5 * corrected[small])
            / (large**5 - small**5))


isolated = extrapolate(36.0, 48.0)
extrapolation_change = np.abs(isolated - extrapolate(24.0, 36.0)).max()
assert extrapolation_change < 2e-3
blur_change = np.abs(cell_sum(pyramid, points, 24.0, host, 0.30, True) - bare[24.0]).max()
assert blur_change < 1e-3
fraction = volume / 24.0**3
choices = {"clamped cell": 0.0, "stress-free cell": 1.0,
           "angular average": average, "lattice constant": constant}
image_error = {name: misfit * np.trace(bare[24.0][1] + np.eye(3) * c * fraction - isolated[1])
               for name, c in choices.items()}
assert abs(image_error["lattice constant"]) < abs(image_error["clamped cell"]) / 3
assert abs(image_error["lattice constant"]) < abs(image_error["angular average"]) / 3

# ---------------- size of neglected effects ----------------
# sphere formula against matching of displacement and traction (isotropic host)
bulk_iso, shear_iso, soft = 5.0, 1.0, 3.5
match = np.linalg.solve([[1, -1], [soft, 4 * shear_iso]], [0, soft * misfit])
assert abs(match[0] - sphere_strain(misfit, soft, bulk_iso, angular_average(isotropic))) < 1e-10
dot = (83.0, 45.0, 40.0)         # GPa, rough
bulk_host, bulk_dot = host[0] + 2 * host[1], dot[0] + 2 * dot[1]
trace_same = 3 * (sphere_strain(misfit, bulk_host, bulk_host, average) - misfit)
trace_soft = 3 * (sphere_strain(misfit, bulk_dot, bulk_host, average) - misfit)
bulk_slope = 4.5                 # pressure derivative of the bulk modulus, rough
bulk_pressed = bulk_dot * (1 + bulk_slope * abs(trace_soft) / 2)
trace_pressed = 3 * (sphere_strain(misfit, bulk_pressed, bulk_host, average) - misfit)
expansion_gap, cooling = 1e-6, 450.0       # 1/K and K, rough
piezo, permittivity = 0.16, 13.0           # C/m^2 and relative, rough
piezo_ratio = piezo**2 / (permittivity * epsilon_0 * host[2] * 1e9)
depth = 30.0                               # nm, dot to free surface
mirror = 2 * misfit * well * volume / (4 * PI * (2 * depth)**3)

# ---------------- output ----------------
print(f"host C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa; misfit {100*misfit:.1f} %")
print(f"pyramid base {base:.0f} nm, height {height:.0f} nm, volume {volume:.0f} nm^3")
print(f"blur length {blur:.2f} nm; deformation potential {potential:.1f} eV")
for name, q in (("100", (1., 0., 0.)), ("110", (1., 1., 0.)), ("111", (1., 1., 1.))):
    print(f"trace of kernel along {name}: {float(kernel_trace(*q, host)):.4f}")
print(f"kernel against full tensor, largest difference: {kernel_error:.1e}")
print(f"shape function, slices against tetrahedra: {shape_error:.1e} nm^3")
print(f"tetrahedron: Fourier against surface integral: {tet_error:.1e} (per misfit)")
print(f"tetrahedron: largest shear component: {tet_shear:.4f} (per misfit)")
print(f"angular average of trace/3: {average:.5f}")
print(f"lattice constant m: {constant:.5f}")
print(f"unit cube, isolated, centre strain per misfit: {cube_exact:.6f}")
for side, e in cube_error.items():
    print(f"cube error, L={side:.0f}: clamped {e[0]:.2e}, average {e[1]:.2e}, lattice {e[2]:.2e}")
print(f"error power of 1/L: average {power_average:.2f}, lattice {power_lattice:.2f}")
for z, e in zip(heights, isolated):
    print(f"total strain at z={z:.0f} nm: xx {100*misfit*e[0,0]:.3f} %, zz {100*misfit*e[2,2]:.3f} %")
for n in (1, 2):
    e = misfit * (isolated[n] - np.eye(3))
    tr, biaxial = np.trace(e), e[2, 2] - e[0, 0]
    print(f"elastic at z={heights[n]:.0f} nm: trace {100*tr:.3f} %, zz-xx {100*biaxial:.3f} %")
    print(f"  conduction-edge shift {1000*potential*tr:.1f} meV")
print(f"filling fraction of the 24 nm cell: {fraction:.5f}")
for name, e in image_error.items():
    print(f"24 nm cell, z=2 nm, {name}: trace error {100*e:.4f} %, {1000*potential*e:.2f} meV")
print(f"change between extrapolations: {extrapolation_change:.1e} (per misfit)")
print(f"change when blur goes to 0.30 nm: {blur_change:.1e} (per misfit)")
print(f"rough dot C11, C12, C44: {dot[0]:.0f}, {dot[1]:.0f}, {dot[2]:.0f} GPa")
print(f"sphere elastic trace, equal stiffness: {100*trace_same:.2f} %")
print(f"sphere elastic trace, softer dot: {100*trace_soft:.2f} %")
print(f"same, stiffened by pressure (slope {bulk_slope:.1f}): {100*trace_pressed:.2f} %")
print(f"edge shift from softer dot: {1000*potential*(trace_soft-trace_same):.0f} meV")
print(f"edge shift, softer and stiffened: {1000*potential*(trace_pressed-trace_same):.0f} meV")
print(f"misfit if referred to the dot lattice: {100*misfit/(1+misfit):.2f} %")
print(f"thermal: {expansion_gap:.0e} /K over {cooling:.0f} K = {100*expansion_gap*cooling:.3f} % strain")
print(f"piezo inputs: {piezo:.2f} C/m^2, relative permittivity {permittivity:.0f}")
print(f"piezoelectric stiffening of C44: {100*piezo_ratio:.2f} %")
print(f"free surface at {depth:.0f} nm, order of magnitude: {100*mirror:.4f} % strain")
print("done: every assertion held")
```

It prints:

```
host C11, C12, C44: 120, 54, 60 GPa; misfit 7.0 %
pyramid base 12 nm, height 6 nm, volume 288 nm^3
blur length 0.35 nm; deformation potential -5.0 eV
trace of kernel along 100: 1.9000
trace of kernel along 110: 1.5510
trace of kernel along 111: 1.4615
kernel against full tensor, largest difference: 6.7e-16
shape function, slices against tetrahedra: 3.0e-12 nm^3
tetrahedron: Fourier against surface integral: 5.6e-05 (per misfit)
tetrahedron: largest shear component: 0.1008 (per misfit)
angular average of trace/3: 0.54914
lattice constant m: 0.42579
unit cube, isolated, centre strain per misfit: 0.511193
cube error, L=3: clamped -1.55e-02, average 4.85e-03, lattice 2.83e-04
cube error, L=6: clamped -1.96e-03, average 5.82e-04, lattice 1.14e-05
error power of 1/L: average 3.06, lattice 4.64
total strain at z=-2 nm: xx 1.179 %, zz -2.564 %
total strain at z=2 nm: xx 2.364 %, zz 6.889 %
total strain at z=3 nm: xx 2.907 %, zz 5.341 %
total strain at z=8 nm: xx 0.923 %, zz -1.385 %
elastic at z=2 nm: trace -9.383 %, zz-xx 4.525 %
  conduction-edge shift 469.2 meV
elastic at z=3 nm: trace -9.845 %, zz-xx 2.433 %
  conduction-edge shift 492.2 meV
filling fraction of the 24 nm cell: 0.02083
24 nm cell, z=2 nm, clamped cell: trace error -0.1828 %, 9.14 meV
24 nm cell, z=2 nm, stress-free cell: trace error 0.2547 %, -12.73 meV
24 nm cell, z=2 nm, angular average: trace error 0.0574 %, -2.87 meV
24 nm cell, z=2 nm, lattice constant: trace error 0.0035 %, -0.17 meV
change between extrapolations: 2.4e-04 (per misfit)
change when blur goes to 0.30 nm: 2.9e-05 (per misfit)
rough dot C11, C12, C44: 83, 45, 40 GPa
sphere elastic trace, equal stiffness: -9.47 %
sphere elastic trace, softer dot: -10.91 %
same, stiffened by pressure (slope 4.5): -9.76 %
edge shift from softer dot: 72 meV
edge shift, softer and stiffened: 15 meV
misfit if referred to the dot lattice: 6.54 %
thermal: 1e-06 /K over 450 K = 0.045 % strain
piezo inputs: 0.16 C/m^2, relative permittivity 13
piezoelectric stiffening of C44: 0.37 %
free surface at 30 nm, order of magnitude: 0.0028 % strain
done: every assertion held
```
